# Critical strength of a single-site trap on a simple cubic lattice

## Question

An electron moves on an infinite simple cubic lattice with one orthogonal orbital per site. The hopping matrix element between nearest neighbours is $-t$, with $t>0$. All site energies are zero except at the origin, where the energy is $U$:

$$H=-t\sum_{\langle ij\rangle}\big(|i\rangle\langle j|+|j\rangle\langle i|\big)+U|0\rangle\langle 0| .$$

Wavevectors are measured in units of the inverse lattice spacing $1/a$. A bound state is a normalizable eigenstate with energy outside the band of the perfect lattice.

**(a)** Find the condition for a bound state. Show that there is a critical magnitude $U_c$, and decide what happens for either sign of $U$ and at $|U|=U_c$.

**(b)** Compute $U_c/t$ numerically in two ways.

**(c)** Confirm the threshold by diagonalizing $H$ in finite cubes. State what a finite cube can and cannot prove.

**(d)** Find how the binding energy and the probability on the defect site behave just above threshold.

**(e)** The six bonds to the defect are changed from $-t$ to $-rt$, with $r>0$. Find the new threshold for a level below the band.

**(f)** Model a neutral electron trap below the conduction band of a silica-based low-k interlayer dielectric with $t=0.80$ eV and $a=0.31$ nm. Compare $U=-3$ eV with $U=-5$ eV.

**(g)** For the trap in (f), estimate several neglected effects at 378 K and 1 MV/cm. Take an attempt rate of $10^{13}\ \mathrm{s^{-1}}$, static and optical relative permittivities 3.0 and 2.2, and a band gap of 8 eV.

## Model answers

### (a) Condition for binding

For $U=0$, Bloch states have energy

$$\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y+\cos k_z),$$

so the band is $[-6t,6t]$. Write $\int_{\mathbf k}$ for $\int d^3k/(2\pi)^3$ over the Brillouin zone, and $\psi_{\mathbf n}=\int_{\mathbf k}e^{i\mathbf k\cdot\mathbf n}\psi_{\mathbf k}$. The Schrödinger equation becomes

$$(E-\varepsilon_{\mathbf k})\psi_{\mathbf k}=U\psi_0,\qquad \psi_0=\int_{\mathbf k}\psi_{\mathbf k}.$$

Below the band put $E=-6t-\varepsilon$ with $\varepsilon>0$. Then

$$\psi_{\mathbf k}=\frac{-U\psi_0}{\varepsilon+6t+\varepsilon_{\mathbf k}} .$$

If $\psi_0$ vanished, the whole state would vanish. Integrating over $\mathbf k$ and dividing by $\psi_0$ gives

$$1=-U\,g(\varepsilon),\qquad g(\varepsilon)=\int_{\mathbf k}\frac{1}{\varepsilon+6t+\varepsilon_{\mathbf k}} .$$

Since $g>0$, a level below the band needs $U<0$, and the condition is $1/|U|=g(\varepsilon)$. The state is normalizable because the denominator is at least $\varepsilon$.

The derivative $g'(\varepsilon)=-\int_{\mathbf k}(\varepsilon+6t+\varepsilon_{\mathbf k})^{-2}$ is negative, and $g\le1/\varepsilon$ tends to zero at large $\varepsilon$. The denominator at $\varepsilon=0$ vanishes only at $\mathbf k=0$, where $6t+\varepsilon_{\mathbf k}\approx tk^2$. The volume element $k^2dk$ cancels this singularity, so $g(0)$ is finite. Therefore $g$ falls continuously from $g(0)$ to zero, and there is one root if

$$|U|>U_c=\frac{1}{g(0)},$$

and none if $|U|<U_c$. At equality the edge solution has $\psi_{\mathbf k}\propto1/k^2$ at small $k$. Its norm contains $\int k^2dk/k^4$, which diverges, so it is not a bound state.

For $U>0$, multiply $\psi_{\mathbf n}$ by $(-1)^{n_x+n_y+n_z}$. This reverses the sign of every hopping term and leaves the site term alone, so an eigenstate for $(U,E)$ becomes one for $(-U,-E)$. A repulsive site thus binds one state above the band, with the same threshold.

### (b) Numerical value

*Integral.* Use $1/A=\int_0^\infty e^{-As}ds$ for $A>0$ and $I_0(z)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{z\cos k}dk$. The integrand is positive, so the order of integration may be exchanged, and the three wavevector integrals factor:

$$g(\varepsilon)=\int_0^\infty ds\,e^{-(\varepsilon+6t)s}\,[I_0(2ts)]^3 .$$

Quadrature at $\varepsilon=0$ gives $g(0)=0.252731/t$, hence

$$U_c=\frac{t}{0.252731}=3.957\,t .$$

*Zone sum.* Average $1/(6t+\varepsilon_{\mathbf k})$ over the $N^3$ points $k_i=2\pi(j_i+\tfrac12)/N$, which avoid $\mathbf k=0$. To find the mesh error, define

$$G(\mathbf n)=\int_{\mathbf k}\frac{e^{i\mathbf k\cdot\mathbf n}}{6t+\varepsilon_{\mathbf k}} .$$

The mesh average of $e^{i\mathbf k\cdot\mathbf n}$ is zero unless $\mathbf n=N\mathbf m$ with integer $\mathbf m$, when it is $(-1)^{m_x+m_y+m_z}$. The sum is therefore

$$S_N=\sum_{\mathbf m}(-1)^{m_x+m_y+m_z}G(N\mathbf m).$$

At long distance $G\approx1/(4\pi t|\mathbf n|)$, the solution of $-t\nabla^2G=\delta$. The quartic terms in $\varepsilon_{\mathbf k}$ correct this at order $|\mathbf n|^{-3}$. Hence $S_N=g(0)-C/N+O(N^{-3})$, and $2S_{2N}-S_N$ removes the leading error. The sums for $N=32$ and 64 are $0.248382/t$ and $0.250558/t$, so

$$g(0)\approx\frac{2(0.250558)-0.248382}{t}=\frac{0.252734}{t},$$

in agreement with the integral to about one part in $10^5$.

### (c) Diagonalization

Centre the defect in a cube whose wavefunction vanishes on planes $L$ sites away. A box eigenstate, continued by zero, is a trial state for the infinite lattice with the same energy. If that energy is below $-6t$, the infinite lattice has spectrum below $-6t$.

This spectrum must be a bound level. For $E<-6t$ and $|U|g\ne1$, the equation $(H-E)\psi=\phi$ has the finite solution

$$\psi_{\mathbf k}=\frac{\phi_{\mathbf k}+|U|\psi_0}{\varepsilon_{\mathbf k}-E},\qquad \psi_0=\frac{1}{1-|U|g}\int_{\mathbf k}\frac{\phi_{\mathbf k}}{\varepsilon_{\mathbf k}-E},$$

so such an $E$ is not in the spectrum.

For $L=16$ the lowest level, measured from $-6t$, is $-0.0110t$ at $U=-4.1t$ and $+0.0114t$ at $U=-3.9t$. The first result proves binding. The second does not prove its absence, because the walls raise the energy. The size dependence must be removed.

Let $U_L$ be the magnitude at which the box level reaches $-6t$. By the argument of (a), $1/U_L$ is the box Green function at the origin. The walls are reproduced by image sources at $2L\mathbf m$ with signs $(-1)^{m_x+m_y+m_z}$, because reflection in a wall then reverses every sign. This is the sum in (b) with $N=2L$, so

$$\frac1{U_L}=\frac1{U_c}-\frac{c}{L}+O(L^{-3}).$$

Diagonalization gives $U_L/t=4.098$, 4.050 and 4.026 for $L=8$, 12 and 16. Eliminating $c$ from the first and last values,

$$\frac1{U_c}\approx\frac2{U_{16}}-\frac1{U_8}\quad\Rightarrow\quad U_c\approx3.956\,t .$$

The pair $L=12,16$ gives $3.957t$. The thresholds come from eigenvalues, without use of the value of $g(0)$. As the image argument requires, $1/4.02606=0.24838$ matches $tS_{32}$.

### (d) Just above threshold

Subtract the two integrals:

$$g(0)-g(\varepsilon)=\varepsilon\int_{\mathbf k}\frac{1}{(6t+\varepsilon_{\mathbf k})(\varepsilon+6t+\varepsilon_{\mathbf k})} .$$

For small $\varepsilon$ the region $tk^2\sim\varepsilon$ dominates. There $6t+\varepsilon_{\mathbf k}\approx tk^2$, and the integral may be extended to infinity:

$$g(0)-g(\varepsilon)\approx\frac{\varepsilon}{2\pi^2t}\int_0^\infty\frac{dk}{\varepsilon+tk^2}
=\frac{\varepsilon}{2\pi^2t}\,\frac{\pi}{2\sqrt{\varepsilon t}}
=\frac{1}{4\pi t}\sqrt{\frac{\varepsilon}{t}} .$$

Inserting $g(0)=1/U_c$ and $g(\varepsilon)=1/|U|$ and squaring gives, at leading order,

$$\varepsilon\approx16\pi^2t\left(\frac{t}{U_c}-\frac{t}{|U|}\right)^2 .$$

The binding energy starts quadratically. The norm of the state is $\int_{\mathbf k}|\psi_{\mathbf k}|^2=U^2|\psi_0|^2|g'|$, so the defect-site probability is

$$P_0=\frac1{U^2|g'|}=\frac{g^2}{|g'|}\approx8\pi\sqrt{\frac{\varepsilon}{t}}\left(\frac{t}{U_c}\right)^2,$$

where $|g'|\approx1/(8\pi t^{3/2}\sqrt\varepsilon)$ follows by differentiation. At threshold $P_0\to0$: the state spreads without limit.

At $|U|=1.001U_c$ the full condition gives $\varepsilon=1.0057\times10^{-5}t$ and $P_0=0.00508$. The leading formulas give $1.0066\times10^{-5}t$ and 0.00509.

### (e) Changed bonds

Let $H_R$ be the Hamiltonian of all sites except the origin, and $|\chi\rangle$ the unnormalized sum of the six neighbour states. The equations for the two parts are

$$(E-U)\psi_0=-rt\langle\chi|\psi_R\rangle,\qquad (E-H_R)|\psi_R\rangle=-rt\,\psi_0|\chi\rangle .$$

The spectrum of $H_R$ lies within $[-6t,6t]$, since its expectation values are also expectation values of the perfect lattice. Thus $E-H_R$ can be inverted below the band, and

$$E-U=r^2\Sigma(E),\qquad \Sigma(E)=t^2\langle\chi|(E-H_R)^{-1}|\chi\rangle .$$

For $r=1$, part (a) says that a level at $E$ requires $U=-1/g$. Hence $\Sigma=E+1/g$. With $E=-6t-\varepsilon$,

$$-U=(6t+\varepsilon)-r^2\left[(6t+\varepsilon)-\frac1{g(\varepsilon)}\right].$$

Because $d\Sigma/dE=-t^2\langle\chi|(E-H_R)^{-2}|\chi\rangle<0$, $U=E-r^2\Sigma$ rises with $E$. The required attraction therefore grows with $\varepsilon$ and is smallest at the edge:

$$U_c(r)=6t-r^2(6t-U_c).$$

A level exists below the band when $-U>U_c(r)$. If $r^2>6t/(6t-U_c)=2.94$, that is $r>1.71$, $U_c(r)$ is negative and the stronger bonds bind the electron even at $U=0$.

For $r=0.9$ the formula gives $6t-0.81(2.043t)=4.345t$; for $r=1.1$ it gives $3.528t$. Stronger bonds help the electron lower its energy by spreading to the neighbours. The value 3.96 therefore belongs to a pure site perturbation.

### (f) A trap in a low-k dielectric

Near the band bottom, $t(ka)^2=\hbar^2k^2/2m^*$, with $k$ now in ordinary units. Hence $m^*=\hbar^2/(2ta^2)=0.50\,m_e$. The band is $12t=9.6$ eV wide, and

$$U_c=3.957\times0.80\ \mathrm{eV}=3.17\ \mathrm{eV}.$$

For $U=-3$ eV, $|U|/t=3.75$ is below threshold and no level leaves the band. For $U=-5$ eV, $|U|/t=6.25$, and solving $g(\varepsilon)=0.160/t$ gives

$$\varepsilon=1.300\,t=1.04\ \mathrm{eV},\qquad P_0=0.80 .$$

Diagonalization with $L=16$ also gives 1.04 eV. The leading law of (d) gives 1.09 eV, about 4% above the full result. This closeness is accidental: the law is about 10% too deep at $|U|=5t$ and crosses below the full result between $6.25t$ and $8t$. Further out it fails altogether: as $|U|$ grows, the law levels off at $16\pi^2t(t/U_c)^2\approx10t$, while the true depth, which is at least $|U|-6t$, keeps growing.

The depth is much less than 5 eV because confinement costs energy. An electron held entirely on the defect has energy $U=-5$ eV, only 0.2 eV below the band edge at $-6t=-4.8$ eV. Spreading onto other sites supplies the remaining 0.84 eV.

Along a cube axis, the slowest decay $e^{-\kappa n}$ has $k_y=k_z=0$ and obeys $-2t\cosh\kappa-4t=-6t-\varepsilon$. Thus $\cosh\kappa=1+\varepsilon/2t=1.65$, and the amplitude decay length is $a/\kappa=0.29$ nm, apart from an algebraic prefactor.

### (g) Neglected effects and the real material

**Heat and field.** At 378 K, $k_BT=0.0326$ eV. Without help from the field, the rigid-lattice emission time is

$$\tau_T=10^{-13}\,e^{1.040/0.03257}\ \mathrm{s}\approx7\ \mathrm{s}.$$

In a field $F$ along a cube axis, the energy below the local band edge falls linearly with distance, so $dx=d\varepsilon'/(eF)$. The WKB exponent is

$$B=\frac{2}{eFa}\int_0^\varepsilon\operatorname{arccosh}\!\left(1+\frac{\varepsilon'}{2t}\right)d\varepsilon'=49.5$$

at 1 MV/cm, where $eFa=0.031$ eV. The tunnelling time, about $3\times10^8$ s, is much longer than $\tau_T$. Since $B\propto1/F$, the two separate rates match at $49.5/31.9=1.55$ MV/cm, if both have the same attempt rate.

The electron can also be lifted part of the way by heat and tunnel from a depth $\varepsilon_1$ below the edge. The exponent is then $(\varepsilon-\varepsilon_1)/k_BT+B(\varepsilon_1)$, where $B(\varepsilon_1)$ is the integral above with upper limit $\varepsilon_1$. Setting its derivative to zero gives $\operatorname{arccosh}(1+\varepsilon_1/2t)=eFa/(2k_BT)$. At 1 MV/cm the minimum lies at $\varepsilon_1\approx0.18$ eV, where the exponent equals 30.1 instead of 31.9. With the same attempt rate, this shortens the emission time from 7 s to about 1 s. The estimate keeps only the exponent at its minimum. The prefactor from summing over $\varepsilon_1$ depends on how the electron is lifted, and can shorten the time by several times more. The field therefore matters well before the two separate rates match.

**Defect bonds.** With $U=-5$ eV held fixed, $r=0.9$ and 1.1 give depths of 0.91 and 1.18 eV. These shifts change $\tau_T$ by a factor of roughly 60 down or up.

**Lattice polarization.** A charge $e$ in a sphere of radius $R$ has outside field energy $e^2/(8\pi\epsilon_0\kappa_rR)$, where $\kappa_r$ is the relative permittivity. Letting the ions follow changes $\kappa_r$ from 2.2 to 3.0. For a sphere with the volume of one cell, $R=0.192$ nm, and the energy gained is

$$\frac{e^2}{8\pi\epsilon_0R}\left(\frac1{2.2}-\frac1{3.0}\right)=0.45\ \mathrm{eV}.$$

This is a scale for a fully localized charge, not a calculated level shift. Added to the thermal barrier, it would lengthen $\tau_T$ by about $10^6$, so 7 s is not a device prediction.

**Charged centres.** If the empty trap carries charge $+e$, its tail is 1.55 eV deep one site away, about half of $U_c$. Such a tail defeats the threshold: a trial state of width $R$ far from the centre costs kinetic energy proportional to $1/R^2$ but gains energy proportional to $1/R$. At large enough $R$ the gain wins. The criterion is for short-range, neutral traps.

**Comparison with the real dielectric.** A mass near half the free-electron mass, a permittivity near 3 and a gap of about 8 eV are rough values for silica-based films. The field is on the high side for normal interconnect use. The site shifts are chosen, not calculated for an identified defect. The real network is amorphous, so disorder and band tails blur both the edge and the threshold; their effect is not estimated here. Also $|U|/E_{\rm gap}=5/8=0.63$ is not small, so mixing with other bands may matter. The state above the band for $U>0$ belongs to the one-band model, since a real dielectric has further bands there. For a real trap, 3.17 eV is thus a model scale for the required site shift, not a design limit.

## Computed values

```
g(0) from integral: 0.252731 1/t
g(0) zone sums, mesh 32 and 64: 0.248382, 0.250558 1/t
g(0) extrapolated zone sum: 0.252734 1/t
critical |U|: 3.95678 t
box threshold, wall at 8 sites: 4.09819 t
box threshold, wall at 12 sites: 4.04976 t
box threshold, wall at 16 sites: 4.02606 t
box threshold extrapolated (8,16): 3.95643 t
box threshold extrapolated (12,16): 3.95660 t
box 16, U=-3.9t: lowest level minus edge +0.01144 t
box 16, U=-4.1t: lowest level minus edge -0.01097 t
0.1% above threshold: depth 1.0057e-05 t
  quadratic law: 1.0066e-05 t
  defect-site weight: 0.00508
  weight law: 0.00509
input hopping: 0.80 eV
input site spacing: 0.31 nm
band-edge mass: 0.496 free-electron masses
band width: 9.60 eV
critical |U| in example: 3.165 eV
weak site shift: -3.00 eV = -3.750 t
  box 16 level minus edge: +0.0145 eV
strong site shift: -5.00 eV = -6.250 t
  trap depth: 1.30023 t = 1.0402 eV
  depth from box 16: 1.0402 eV
  depth from quadratic law: 1.0863 eV
  defect-site weight: 0.7968
  amplitude decay length on axis: 0.285 nm
bond ratio 0.9: critical |U| 4.3450 t
  trap depth: 0.9092 eV
bond ratio 1.1: critical |U| 3.5277 t
  trap depth: 1.1767 eV
input temperature: 378 K
thermal energy: 0.03257 eV
input field: 1.0 MV/cm
field drop per site: 0.0310 eV
assumed attempt rate: 1.0e+13 1/s
thermal exponent: 31.93
thermal emission time: 7.39e+00 s
tunnelling exponent: 49.51
tunnelling time: 3.17e+08 s
field where both rates match: 1.55 MV/cm
input static and optical permittivity: 3.0, 2.2
Coulomb tail one site from charged centre: 1.548 eV
radius of sphere with cell volume: 0.192 nm
lattice polarization energy scale: 0.454 eV
input rough band gap: 8.0 eV
strong site shift over gap: 0.625
```
